Phonon boundary conductance of aluminium on sapphire: acoustic and diffuse mismatch models, part 2

Aluminium is side 1, sapphire side 2. The phonon boundary conductance G (heat flux per area over temperature step) is sought for a flat, perfectly bonded interface (acoustic mismatch model, AMM) and for one where phonons lose all memory (diffuse mismatch model, DMM). Both solids are isotropic elastic continua, ω = vk, with branches L (longitudinal), SV and SH (transverse, in and normal to the plane of incidence). Hartree atomic units are used, with ħ = 1 and τ = k_B T; a side's temperature is that of its incident phonons. The unit of speed is 2.187691×10⁶ m/s, that of G 2.03829×10¹⁴ W m⁻² K⁻¹.

Inputs (ρ in kg/m³, v_L and v_T in m/s): aluminium 2700, 6240, 3040; sapphire 3970, 10890, 6450. The values of 1/v are 200.89 (sapphire L), 339.18 (sapphire T), 350.59 (Al L), 719.64 (Al T).

Let α_ij(θ) be the probability that a phonon of branch j on side i, incident at angle θ, crosses. With n = 1/(e^(ω/τ) − 1), the one-way flux is

q_i = K_i (1/4π²) ∫_0^∞ ω³ n dω,

K_i = Σ_j Γ_ij / v_ij²,   Γ_ij = ∫_0^(π/2) α_ij(θ) cosθ sinθ dθ.

Equilibrium requires

K_1 = K_2 ≡ K.   (detailed balance)

G = dq/dτ = (π²/15) τ³ K.

In the AMM, p = sinθ/v is conserved and K is the integral of p 𝒯(p) dp, with 𝒯 the transmission summed over open channels (p < 1/v). The linear system expressing continuity of displacement and traction gives a scattering matrix S, unitary on open channels, with |S_ab| = |S_ba| and

Γ_(a→b)/v_a² = Γ_(b→a)/v_b².

For SH, with y_i = μ_i q_i, μ = ρv_T² and normal slowness q = √(v_T⁻² − p²),

α_SH = 4 y_1 y_2/(y_1 + y_2)².

At p = 0, α = 4Z_1Z_2/(Z_1 + Z_2)² per branch, with Z = ρv. With 3×3 impedance matrices Z_i, H_i = (Z_i + Z_i†)/2 and g = (Z_1 + Z_2)⁻¹,

𝒯 = 4 Tr[H_2 g H_1 g†].

With S_i = Σ_j v_ij⁻², the radiation limit is

K ≤ K_rad = S_2/2,   G_rad = (π²/30) τ³ S_2.

6. Evaluation of the AMM

The impedances are Z_L = 1.2528, Z_T = 0.6103 for aluminium and Z_L = 3.2147, Z_T = 1.9041 for sapphire. At normal incidence α_L = 4 × 1.2528 × 3.2147/(1.2528 + 3.2147)² = 0.8071 and in the same way α_T = 0.7353, so 𝒯(0) = 0.8071 + 2 × 0.7353 = 2.2777. Solving the linear system at other p gives

p = 101.75:  𝒯 = 2.3294  (at most 3)
p = 186.55:  𝒯 = 2.5413  (at most 3)
p = 271.34:  𝒯 = 1.7162  (at most 2)
p = 322.22:  𝒯 = 1.7223  (at most 2)

Per open sapphire channel, these oblique values (0.78, 0.85, 0.86 and 0.86) are higher than the normal-incidence value 2.2777/3 = 0.76. The SH formula shows one reason. At p = 0, y_2 = Z_T2 is larger than y_1 = Z_T1, while y_2 falls to zero at p = 339.18 with y_1 still finite. In between, y_1 = y_2 and α_SH = 1; only beyond that point does α_SH fall to zero at grazing incidence in sapphire.

The integrands contain √(v⁻² − p²) and have square-root kinks at the thresholds. The range is cut at each threshold, and on a piece (A, B) the variable is written A + (B − A) sin²(πt/2) with t from 0 to 1. The square roots of the distances to the two ends become √(B − A) sin(πt/2) and √(B − A) cos(πt/2), which are smooth, and Gauss-Legendre quadrature in t converges fast. The angular integrals, with their parts by final branch, are

Al L:  Γ = 0.23373  (to L 0.11624, to SV 0.11750)
Al SV:  Γ = 0.06537  (to L 0.00457, to SV 0.06079)
Al SH:  Γ = 0.09427
sapphire L:  Γ = 0.41272  (to L 0.35402, to SV 0.05870)
sapphire SV:  Γ = 0.39920  (to L 0.12554, to SV 0.27366)
sapphire SH:  Γ = 0.42437

Mode conversion is not a small correction: half of the transmitted flux of aluminium L phonons enters sapphire as SV, because the cone for that process is so much wider. Multiplying by v⁻², the SH channel gives 0.09427 × 719.64² and 0.42437 × 339.18², both equal to 48820, as the channel-by-channel relation demands. The sums are

K_1 = 28729.2 + 33851.6 + 48820.0 = 111400.8,
K_2 = 16656.1 + 45924.7 + 48820.0 = 111400.8.

The L terms alone do not balance, nor do the SV terms, since these branches exchange energy; only their sum does. The conductance is

G_AMM/τ³ = (π²/15) × 111400.8 = 73298.8.

At 1 K, τ = 3.166812×10⁻⁶ hartree, and G = 73298.8 × (3.166812×10⁻⁶)³ = 2.3279×10⁻¹² a.u. Multiplying by 2.03829×10¹⁴ gives 474.5 W m⁻² K⁻¹. At 10 K the value is a thousand times larger, 2.3279×10⁻⁹ a.u. or 4.7449×10⁵ W m⁻² K⁻¹. The resistance R = 1/G obeys RT³ = 21.08 cm² K⁴/W. In SI units the prefactor is π²k_B⁴/(15ħ³) = 2.03851×10¹⁰, and 2.03851×10¹⁰ × 111400.8/(2.187691×10⁶)² again gives 474.5. That this prefactor and the unit of G begin with nearly the same digits is an accident.

A tempting shortcut uses the normal-incidence α at all angles, so that Γ = α/2 on both sides. It gives K_1 = ½(0.8071 × 350.59² + 2 × 0.7353 × 719.64²) = 4.304×10⁵ and K_2 = 1.009×10⁵, a ratio of 4.267 where detailed balance demands 1. The aluminium value is 3.183 times the radiation limit, because it lets phonons through outside the critical cones. The sapphire value, where the L and T waves meet no total reflection, is only somewhat low (100871.9 against 111400.8), the deficit coming from the better transmission at oblique incidence. A simplified α may be used from the fast side as an estimate, with the slow side then fixed by K_1 = K_2. From the slow side it must be cut off at the critical angles: with the cut at sinθ_c = v_1/v_2 of the same branch, Γ/v_1² = α sin²θ_c/(2v_1²) = α/(2v_2²), which is the fast-side estimate again.

7. The diffuse mismatch model

Here every phonon is scattered elastically at the interface, and its final state does not depend on its initial side, branch or direction. Then α_1 (from 1 to 2) and α_2 (from 2 to 1) are independent of branch and angle, and Γ = α/2. The probability of ending on side 2 is α_1 for a phonon from side 1 and 1 − α_2 for a phonon from side 2. Loss of memory makes them equal:

α_1 = 1 − α_2.

This is one equation for two unknowns. The second is detailed balance, K_1 = α_1S_1/2 = K_2 = α_2S_2/2. Substituting, α_1S_1 = (1 − α_1)S_2, so

α_1 = S_2/(S_1 + S_2),   α_2 = S_1/(S_1 + S_2),

K_DMM = ½ S_1S_2/(S_1 + S_2),   G_DMM = (π²/30) τ³ S_1S_2/(S_1 + S_2).

The densities do not appear. Since 1/K_DMM = 2/S_1 + 2/S_2, the resistance is the sum of the radiation resistances of the two solids, and G_DMM < G_rad always, approaching it when S_1 ≫ S_2.

The same result comes from counting. On an area A = L² with periodic boundaries the parallel wave vectors form a lattice of spacing 2π/L, and those with |k_∥| < ω/v number π(ω/v)² A/(2π)². Side i has N_i = Aω²S_i/(4π) open channels. Replacing ∫ p dp by (2π/Aω²) times a sum over lattice points gives K = 2π𝒯_tot/(Aω²), with 𝒯_tot the transmission summed over all channels. A diffuse interface no longer conserves p; it couples all N = N_1 + N_2 channels through one unitary matrix. If on average no outgoing channel is preferred, each |S_ab|² averages to 1/N, since every column sums to 1. Then 𝒯_tot = N_1N_2/N, and K = (2π/Aω²)(Aω²/4π) S_1S_2/(S_1 + S_2), as above. The DMM is thus the completely mixing limit of the unitary scattering problem of which the AMM is the specular limit. Time-reversal symmetry singles out, for each incoming channel, only the one reversed outgoing channel, an effect of relative order 1/N.

Numerically, S_1 = 350.59² + 2 × 719.64² = 1.1587×10⁶ and S_2 = 200.89² + 2 × 339.18² = 2.7044×10⁵ (1158664.3 and 270438.8 with unrounded speeds), a ratio of 4.2844. Then α_1 = 0.1892 and α_2 = 0.8108, and K_DMM = ½ × 0.8108 × 270438.8 = 1.096×10⁵ (109630.9 unrounded). This gives G_DMM/τ³ = 72134.2, G = 2.2909×10⁻¹² a.u. at 1 K, G/T³ = 467.0 W m⁻² K⁻⁴ and RT³ = 21.42 cm² K⁴/W; at 10 K, G = 4.6695×10⁵ W m⁻² K⁻¹. The radiation limit has K_rad = 270438.8/2 = 135219.4, G/τ³ = 88970.8, G/T³ = 575.9 W m⁻² K⁻⁴ and RT³ = 17.36 cm² K⁴/W.

The two models, built on opposite assumptions, give G_AMM/G_DMM = 1.0161. Both are G_rad times the flux-weighted mean transmission 2K/S_2 from the sapphire side, which is 0.8239 in the AMM and 0.8108 in the DMM (from the aluminium side, 0.1923 and 0.1892). The results are of one size because both means lie near their ceiling of 1, for separate reasons: in the DMM because S_1 is about four times S_2, in the AMM because the impedance mismatch is moderate (α = 0.81 and 0.74 at normal incidence) and, for this pair, the transmission per open channel is higher still over most of the oblique range, dropping below its normal-incidence value only close to the sapphire thresholds (section 6). The agreement to under two per cent is a property of these particular inputs, since one number depends on the densities and the other does not. If ρ_2/ρ_1 were made very large at fixed speeds, G_AMM would fall to zero as 4Z_1/Z_2 does, while G_DMM would not change. The digits quoted refer to the chosen inputs and the isotropic model, not to real crystals. With low-temperature averaged constants for aluminium (ρ = 2733 kg/m³, v_L ≈ 6590 m/s, v_T ≈ 3280 m/s) G_AMM/T³ becomes 485 W m⁻² K⁻⁴ and G_AMM/G_DMM becomes 1.07. With the original aluminium inputs and the trigonal stiffness of c-plane sapphire (C11 = 497, C12 = 163, C13 = 116, C33 = 501, C44 = 147, |C14| = 22 GPa, ρ = 3980 kg/m³) the AMM and DMM values are about 505 and 489, a ratio of 1.03. For the real pair the coefficients are thus uncertain by several per cent, and the gap between the models is a few per cent up to about eight. Within this model, and with the step defined by the incident-phonon temperatures, the T³ coefficients of the specular and the diffuse limit differ by less than two per cent, so for these inputs that coefficient is a poor test of which one occurs.

The limit of identical solids shows two weaknesses. The AMM gives α = 1 and K = S/2, a finite conductance where there is no interface. This comes from the definition of temperature: τ1 and τ2 describe the incident phonons, whereas the local energy density near the plane contains phonons from both sides and has no step when α = 1. The formula is right for two reservoirs joined ballistically, and it needs correction before comparison with a step defined by local temperatures or extrapolated from bulk gradients. The correction is not confined to α near 1. In the DMM half of the phonons near the plane on side i move away from it, and a fraction α_i of these is populated at the temperature of the other side. The step in the temperature that matches the local energy density is therefore (τ1 − τ2)[1 − (α_1 + α_2)/2], which is half of τ1 − τ2 for any pair of solids, and the conductance referred to it is 2G_DMM. In the AMM the mean transmissions, weighted by energy density rather than by flux, enter in the same way, and the correction is again not small: these means are about 0.10 on the aluminium side and 0.78 on the sapphire side, so the factor is about 1.8 instead of 2. Referred to the local step, the two models therefore differ by about ten per cent, not two. The DMM gives α = 1/2 and K = S/4, which describes a layer that really scatters every phonon, not a vanishing interface.

8. Range of validity

The frequencies that carry G follow from dn/dτ = (x/τ) eˣ/(eˣ − 1)², which gives G = (Kτ³/4π²) ∫ w(x) dx with w = x⁴eˣ/(eˣ − 1)² = x⁴/[4 sinh²(x/2)]. Because eˣ/(eˣ − 1)² = −d/dx (eˣ − 1)⁻¹, integration by parts gives ∫ w dx = 4 × π⁴/15 = 25.97576, in agreement with the prefactor π²/15. The maximum has d ln w/dx = 4/x − coth(x/2) = 0, or x = 3.830. The shortest dominant wavelength is that of the slowest branch, aluminium T: 2πv_T/(xτ) = 2π × 1.38959×10⁻³/(3.830 × 3.166812×10⁻⁶) = 720 bohr = 38.1 nm at 1 K, and a tenth of this at 10 K. The AMM needs an interface smooth on this scale, and the DMM needs strong scattering on it. In between, α depends on ω and a pure T³ law need not hold, although for this pair the two ends nearly coincide. The film must also be thick compared with the longer thermal wavelengths, those of aluminium L being v_L/v_T ≈ 2 times larger, or its modes are not those of a half-space.

The ω integral was taken to infinity. With the atomic mass 26.98 u as input, the aluminium density gives n = 0.00893 bohr⁻³, a Debye wave number k_D = (6π²n)^(1/3) = 0.8087 bohr⁻¹ and a lowest cutoff v_T k_D = 1.38959×10⁻³ × 0.8087 = 1.1237×10⁻³ hartree, or 355 K. The fraction of ∫ w dx above this cutoff is 2.66×10⁻¹¹ at 10 K, 7.91×10⁻³ at 30 K and 0.152 at 50 K. The T³ law is safe on this count at 10 K and has failed by 50 K. Real branches bend below ω = vk well before the zone boundary, which changes the weights v⁻² as a power of temperature, so deviations set in earlier than this exponentially small estimate suggests. A simple sine dispersion with the same slopes in both solids raises G_DMM by about one per cent already at 10 K, comparable to the gap between the two models.

Two assumptions are not cured by cooling. Sapphire is trigonal, and the isotropic speeds are averages; in an anisotropic solid πS_i, which for isotropic branches is the sum of the disc areas π/v², is replaced by the area of the slowness surfaces projected on the interface, each p counted once for every open channel (more than once per sheet where a sheet is not convex), while the unitarity argument for K_1 = K_2 survives with p a two-component vector. In normal-state aluminium the heat is carried mostly by electrons, and below about 7 K it is also held mostly by them; they must first pass it to the phonons. That step adds a resistance which is absent here and which, as long as the metal stays normal (aluminium becomes superconducting near 1 K), matters most in thin films at the lowest temperatures. With a typical coupling Σ ≈ 0.25×10⁹ W m⁻³ K⁻⁵ and a conductance per area 5ΣdT⁴ for a film of thickness d, this resistance for d = 100 nm is about twice the AMM boundary resistance at 2 K and about 0.4 of it at 10 K, so the total measured on such a film need not follow T³.

9. The numerical check

The numerical check builds S from the six-wave boundary problem and confirms, at nine values of p on both sides of the thresholds, that S is unitary on the open channels, and that |S_ab| = |S_ba|; it also confirms the SH formula at the six of these values where sapphire T is open, and the normal-incidence formula at p = 0; none of these is built into the linear system. It obtains 𝒯 a second way, from the full stiffness tensor at an oblique azimuth, by extracting the outgoing subspace numerically and forming 4 Tr[H_2 g H_1 g†]. The angular integrals from each side and the p integral of this second route all give K = 111400.79. The prefactor π²/15 is tested by integrating the flux over k and differentiating it by finite differences. For the DMM, lattice points are counted explicitly (N_1 = 15821227, N_2 = 3692787, N_2/N = 0.1892), and random unitary matrices with 30 + 7 channels give a mean transmission of 5.667 against 30 × 7/37 = 5.676, the difference being sampling noise. The bounds and the SI conversion are tested as well.

Computed results

```
units: v_au=2.187691e+06 m/s, rho_au=6.14732 kg/m^3
units: G_unit=2.03829e+14 W/m^2/K, tau(1 K)=3.166812e-06 Eh
pi^2 kB^4/(15 hbar^3) = 2.03851e+10 SI; 4pi^4/15 = 25.97576
Al input: rho=2700 kg/m^3, vL=6240, vT=3040 m/s
Al a.u.: rho=439.216, vL=2.85232e-03, vT=1.38959e-03
Al a.u.: lambda=1.87712e-03, mu=8.48112e-04, ZL=1.2528, ZT=0.6103
Al a.u.: 1/vL=350.59, 1/vT=719.64
sapphire input: rho=3970 kg/m^3, vL=10890, vT=6450 m/s
sapphire a.u.: rho=645.810, vL=4.97785e-03, vT=2.94831e-03
sapphire a.u.: lambda=4.77505e-03, mu=5.61374e-03, ZL=3.2147, ZT=1.9041
sapphire a.u.: 1/vL=200.89, 1/vT=339.18
normal incidence alpha_L=0.8071, alpha_T=0.7353
critical angles Al L: to sapphire L 34.96 deg, T 75.34 deg
critical angles Al T: to sapphire L 16.21 deg, T 28.12 deg
total transmission at p=   0.00 a.u. (p vT2=0.0): 2.2777
total transmission at p= 101.75 a.u. (p vT2=0.3): 2.3294
total transmission at p= 186.55 a.u. (p vT2=0.55): 2.5413
total transmission at p= 271.34 a.u. (p vT2=0.8): 1.7162
total transmission at p= 322.22 a.u. (p vT2=0.95): 1.7223
Gamma Al L: 0.23373 (to L,SV,SH: 0.11624, 0.11750, 0.00000)
Gamma Al SV: 0.06537 (to L,SV,SH: 0.00457, 0.06079, 0.00000)
Gamma Al SH: 0.09427 (to L,SV,SH: 0.00000, 0.00000, 0.09427)
Gamma sapphire L: 0.41272 (to L,SV,SH: 0.35402, 0.05870, 0.00000)
Gamma sapphire SV: 0.39920 (to L,SV,SH: 0.12554, 0.27366, 0.00000)
Gamma sapphire SH: 0.42437 (to L,SV,SH: 0.00000, 0.00000, 0.42437)
Gamma/v^2 Al L,SV,SH (a.u.): 28729.2, 33851.6, 48820.0
Gamma/v^2 sapphire L,SV,SH (a.u.): 16656.1, 45924.7, 48820.0
AMM K1=111400.79, K2=111400.79, K(p-integral)=111400.79 a.u.
AMM mean alpha 2K/S: Al side 0.1923, sapphire side 0.8239
naive K1=430377.8, K2=100871.9 a.u., ratio 4.267, K1/K_rad=3.183
S1=1158664.3, S2=270438.8 a.u., S1/S2=4.2844
DMM alpha_1->2=0.1892, alpha_2->1=0.8108
counted channels N1=15821227, N2=3692787, N2/(N1+N2)=0.1892
random unitary 30+7 channels: <T>=5.667, formula 5.676
AMM: K=111400.8, G/tau^3=73298.8 a.u., G(1 K)=2.3279e-12 a.u.
AMM: G(10 K)=2.3279e-09 a.u. = 4.7449e+05 W/m^2/K
AMM: G/T^3=474.5 W/m^2/K^4, R T^3=21.08 cm^2 K^4/W
DMM: K=109630.9, G/tau^3=72134.2 a.u., G(1 K)=2.2909e-12 a.u.
DMM: G(10 K)=2.2909e-09 a.u. = 4.6695e+05 W/m^2/K
DMM: G/T^3=467.0 W/m^2/K^4, R T^3=21.42 cm^2 K^4/W
radiation limit: K=135219.4, G/tau^3=88970.8 a.u., G(1 K)=2.8256e-12 a.u.
radiation limit: G(10 K)=2.8256e-09 a.u. = 5.7594e+05 W/m^2/K
radiation limit: G/T^3=575.9 W/m^2/K^4, R T^3=17.36 cm^2 K^4/W
G_AMM/G_DMM = 1.0161
peak x=3.830; Al T wavelength at 1 K: 720 bohr = 38.1 nm
Al M=26.98 u (input): n=0.00893 bohr^-3, kD=0.8087 bohr^-1
cutoff vT kD=1.1237e-03 Eh = 355 K
weight above cutoff at 10 K: 2.66e-11
weight above cutoff at 30 K: 7.91e-03
weight above cutoff at 50 K: 1.52e-01
```
